Fermi Resonance Between a Hydrogen Stretch and a Bending Overtone

**Result**

A hydrogen atom of mass m is bound at distance r₀ to a heavy atom, on a threefold axis z of a crystal defect. It has one stretching mode, of angular frequency ω_s, and two degenerate bending modes, of angular frequency ω_b, with 2ω_b close to ω_s. Let the potential contain the cubic term

(Φ/2) z (x² + y²),

where x, y, z are the Cartesian displacements of hydrogen from equilibrium. This term couples the state with one stretch quantum to one particular state with two bend quanta. The matrix element is

W = Φ (ħ/m)^(3/2) / (2√2 ω_b √ω_s).   (1)

Let E_s and E_2b be the excitation energies of the stretch and the overtone before they mix, and let δ = E_s − E_2b. The spectrum then has two lines at

E± = (E_s + E_2b)/2 ± Δ/2,  Δ = √(δ² + 4W²).   (2)

If only the stretch has a dipole element with the ground state, the weaker and stronger lines have squared dipole elements in the ratio

R = (Δ − |δ|)/(Δ + |δ|).   (3)

These are leading-order results. They require |W| and |δ| to be small compared with ħω_b, and the defect to start in its vibrational ground state. The heavy atom is held at rest.

**Where the cubic term comes from**

A simple force field shows that the coupling need not be put in by hand. Let the energy be quadratic in the bond length r and in the angle θ between the bond and the axis:

V = k_s (r − r₀)²/2 + k_b r₀² θ²/2,  k_s = mω_s²,  k_b = mω_b².

This has no cubic term in r and θ. It acquires one in Cartesian displacements. With ρ² = x² + y²,

r = √((r₀ + z)² + ρ²) = r₀ + z + ρ²/(2r₀) + third order,

because sideways motion lengthens the bond. Squaring and keeping terms up to third order gives

(r − r₀)² = z² + zρ²/r₀ + fourth order.

The angle obeys tan θ = ρ/(r₀ + z), so

θ² = ρ²/(r₀ + z)² + fourth order = (ρ²/r₀²)(1 − 2z/r₀) + fourth order.

The stretching energy therefore contributes k_s zρ²/(2r₀), and the bending energy contributes −k_b zρ²/r₀. The second term is negative because a given sideways displacement makes a smaller angle when the bond is longer. Setting the sum equal to (Φ/2)zρ² gives

Φ = (k_s − 2k_b)/r₀.   (4)

A real defect can also have a bending stiffness that changes with bond length. That adds to Φ and leaves equations (1) to (3) unchanged in form.

**First derivation: mixing of stationary states**

Write |n; n_x, n_y⟩ for the harmonic state with n stretch quanta and n_x, n_y bend quanta. Near the energy ħω_s there are four states: |1; 0,0⟩, |0; 2,0⟩, |0; 0,2⟩ and |0; 1,1⟩. The last three have the same harmonic energy, so suitable combinations must be found before perturbation theory is applied.

The stretch state is unchanged by every rotation and reflection of the threefold site; its symmetry type is called A₁. Among the two-quantum bend states, the combination

|o⟩ = (|0; 2,0⟩ + |0; 0,2⟩)/√2

is also A₁. The remaining two, (|0; 2,0⟩ − |0; 0,2⟩)/√2 and |0; 1,1⟩, form a pair of type E. A potential with the symmetry of the site cannot connect A₁ to E, so the E pair takes no part in the resonance. Two states remain, |s⟩ = |1; 0,0⟩ and |o⟩.

Define the oscillator lengths

l_s = √(ħ/(mω_s)),  l_b = √(ħ/(mω_b)).

With a lowering the stretch quantum number and b_x lowering that of the x bend,

z = l_s (a + a†)/√2,  x = l_b (b_x + b_x†)/√2.

Since a†|0⟩ = |1⟩, the stretch factor is ⟨1|z|0⟩ = l_s/√2. For the bend, only the part (l_b²/2)(b_x†)² of x² raises the state by two quanta, and (b_x†)²|0⟩ = √2|2⟩. Hence

⟨2|x²|0⟩ = l_b²/√2.

The x and y parts add in |o⟩:

⟨2,0|x² + y²|0,0⟩/√2 + ⟨0,2|x² + y²|0,0⟩/√2 = l_b²/2 + l_b²/2 = l_b².

In the first E state they subtract to zero, and in |0; 1,1⟩ each is zero, in agreement with the symmetry argument. The coupling is therefore

W = (Φ/2)(l_s/√2) l_b² = Φ l_s l_b²/(2√2),

which becomes equation (1) when the lengths are inserted. Changing the phase of |o⟩ by a sign changes the sign of W; the line positions contain W².

Now let the eigenstate be c_s|s⟩ + c_o|o⟩. Its coefficients satisfy

(E_s − E) c_s + W c_o = 0,
W c_s + (E_2b − E) c_o = 0.

A nonzero solution requires

(E − E_s)(E − E_2b) = W².   (5)

This quadratic has the discriminant (E_s + E_2b)² − 4(E_sE_2b − W²) = δ² + 4W², which gives equation (2).

For the intensities we need P = |c_s|², the share of the stretch in each eigenstate. The first coefficient equation gives c_o/c_s = (E − E_s)/W, so

P = W²/[W² + (E − E_s)²].

For the upper state, E₊ − E_s = (Δ − δ)/2, and W² = (Δ − δ)(Δ + δ)/4. The denominator is then (Δ − δ)[(Δ + δ) + (Δ − δ)]/4 = (Δ − δ)Δ/2. Repeating this for the lower state, where the sign of Δ is reversed, gives

P₊ = (Δ + δ)/(2Δ),  P₋ = (Δ − δ)/(2Δ).   (6)

The overtone has been assumed dark, so these shares are the relative squared dipole elements. Their smaller-to-larger ratio is equation (3). The line nearer to the unmixed stretch is the stronger one.

Two limits show the physical content. At resonance, δ = 0, the lines are separated by 2|W| and are equally strong. Each state is half stretch and half overtone, and neither line can be assigned to one mode. Far from resonance, |δ| ≫ |W|,

Δ ≈ |δ| + 2W²/|δ|,  R ≈ W²/δ².

Each level is pushed away from the other by W²/|δ|, and the overtone appears as a weak satellite.

For the force field of equation (4), resonance means k_s = 4k_b and l_s = l_b/√2. Then Φ = 2k_b/r₀, and since k_b l_b² = ħω_b,

W = k_b l_b³/(2r₀) = (ħω_b/2)(l_b/r₀).   (7)

The coupling is a small fraction of a bend quantum because the sideways motion is small compared with the bond length.

**Second derivation: motion of the excited stretch**

The same doublet follows from asking what happens after the dipole has created a stretch quantum. No eigenstate is constructed here.

Let N = b_x†b_x + b_y†b_y and B = b_x² + b_y². For each bend, (b + b†)² = b² + b†² + 2b†b + 1. The cubic term is therefore

(Φ/2)zρ² = λ(a + a†)(B + B† + 2N + 2),  λ = Φ l_s l_b²/(4√2).

In the free motion a† varies as e^(iω_s t) and B as e^(−2iω_b t). The product a†B thus varies at the small frequency ω_s − 2ω_b and can act for a long time in one direction. The product a†B† varies at ω_s + 2ω_b, and a†(2N + 2) at ω_s. Their effects average out at leading order. What remains, with energies measured from the ground state, is

H = E_s a†a + ħω_b N + λ(a†B + aB†),  E_2b = 2ħω_b.   (8)

This Hamiltonian exchanges one stretch quantum for two bend quanta. The Heisenberg equation iħ dA/dt = [A, H] gives

iħ da/dt = E_s a + λB.

For B we use [B, N] = 2B and the commutator [B, B†]. For one bend with number n, b²b†² = (n + 1)(n + 2) and b†²b² = n(n − 1), whose difference is 4n + 2. Adding the two bends,

[B, B†] = 4N + 4,

iħ dB/dt = E_2b B + λ(4N + 4)a.

The last term is a product of operators, so the equations are not yet closed. They close for the ground state |0⟩. Define

G(t) = ⟨0|a(t)a†(0)|0⟩,  F(t) = ⟨0|B(t)a†(0)|0⟩/2.

Equation (8) gives H|0⟩ = 0, so the ground state does not evolve, and ⟨0|N(t) = 0. Hence

iħ dG/dt = E_s G + 2λF,
iħ dF/dt = E_2b F + 2λG.

The effective coupling is 2λ = Φ l_s l_b²/(2√2), which is the W of equation (1). The factor 2 comes from the square root of [B, B†] = 4 in the ground state. In the first derivation it is a product of two factors √2: one from (b_x†)²|0⟩ = √2|2⟩, the other from adding the two bend components in a normalized state.

A solution varying as e^(−iEt/ħ) requires (E − E_s)(E − E_2b) = 4λ² = W². This is equation (5), so the frequencies are those of equation (2). Write

G(t) = P₊ e^(−iE₊t/ħ) + P₋ e^(−iE₋t/ħ).

The starting values are G(0) = 1 and F(0) = 0. The second makes iħ dG/dt equal to E_s at t = 0. Therefore

P₊ + P₋ = 1,  P₊E₊ + P₋E₋ = E_s.   (9)

Solving, P₊ = (E_s − E₋)/Δ = (Δ + δ)/(2Δ), which agrees with equation (6). Since a|0⟩ = 0, the dipole correlation function of a dipole linear in z is proportional to ⟨0|z(t)z(0)|0⟩ = (l_s²/2)G(t). Its two frequencies are the line positions, and its two weights are the squared dipole elements. Equation (9) also shows that, in this model, the strength-weighted mean of the doublet stays at the unmixed stretch energy.

The probability that the excitation is still in the stretch is

|G|² = 1 − (4W²/Δ²) sin²(Δt/(2ħ)),

because 4P₊P₋ = (Δ² − δ²)/Δ² = 4W²/Δ². The doublet is thus the spectral image of energy passing back and forth between stretching and bending.

This route also treats a second case directly. Suppose one bend quantum is already present. Equation (8) leaves that state stationary too, since B removes two quanta and there is only one. Now N = 1, and 4N + 4 equals 8 instead of 4. The square of the coupling doubles, so W is replaced by √2 W. The hot band therefore has its own, wider doublet.

Finally, decay can be included by E_s → E_s − iΓ_s/2 and E_2b → E_2b − iΓ_o/2, where Γ_s and Γ_o are the full widths of the unmixed lines. At δ = 0 the separation of the complex energies becomes √(4W² − (Γ_s − Γ_o)²/4). If the widths are equal, the splitting remains 2|W|, but the spectrum shows two separate maxima only when the splitting exceeds about 0.58 of the common width.

**What each derivation assumes**

Both derivations retain one resonant pair and drop the processes that change the harmonic energy by a large amount. Both need a dark overtone for the intensity formula. They differ in what they require of the levels.

The first derivation needs two nearly degenerate states and the element between them. E_s and E_2b may already contain shifts from all other anharmonic terms, and the rest of the ladder need not be evenly spaced. It is the natural form for interpreting a measured pair, provided R is taken as a ratio of squared dipole elements: an integrated absorption also carries a factor of the line frequency, which must be divided out first (7 percent in the example below). From equation (3), |δ| = Δ(1 − R)/(1 + R), and then 4W² = Δ² − δ² gives

|W| = Δ√R/(1 + R).   (10)

The second derivation uses harmonic ladder operators and an average over fast oscillations, so it assumes more about the levels. In return it gives the exchange of energy in time and the hot band. Its closed equations hold for the starting states treated above; for general bend occupation, N remains an operator.

**A numerical case**

Take a stretch of 1560 cm⁻¹, a bend of 810 cm⁻¹ and r₀ = 0.16 nm. The oscillator lengths are l_s = 0.01464 nm and l_b = 0.02032 nm, and the force constants are 144.5 and 38.96 N/m. Equation (4) gives

Φ = (144.51 − 2 × 38.96)/0.16 = 416 N/m per nm.

In SI units,

W = (4.162×10¹¹)(1.464×10⁻¹¹)(2.032×10⁻¹¹)²/(2√2) = 8.9×10⁻²² J,

or 44.8 cm⁻¹ (5.55 meV). The detuning is δ = 1560 − 1620 = −60 cm⁻¹, so

Δ = √(60² + 4 × 44.8²) = 107.8 cm⁻¹ (13.4 meV).

The lines lie at 1590 ± 53.9, that is at 1536 and 1644 cm⁻¹ (190.5 and 203.8 meV). The upper one is the weaker, with R = (107.8 − 60)/(107.8 + 60) = 0.285. Up to 4W²/Δ² = 69 percent of the excitation passes into the overtone, with a period h/Δ of 0.31 ps. For the hot band the two-level splitting is √(60² + 8 × 44.8²) = 140 cm⁻¹; the full force field gives 148 cm⁻¹, because its detuning shifts to about −76 cm⁻¹. At 300 K the two one-quantum bend states together have 4.1 percent of the ground-state population.

The full force field, with hydrogen moving in three dimensions and no cubic expansion, was also diagonalized numerically. It gives lines at 1535 and 1648 cm⁻¹. The splitting is 112.9 cm⁻¹, about 5 percent above the two-level value. The ratio is 0.225, about 21 percent below it. Equation (10) applied to this computed doublet returns W = 43.8 cm⁻¹, within 3 percent of the formula, but |δ| = 71 cm⁻¹ instead of 60. Most of the discrepancy is a changed detuning, which the intensity ratio feels strongly: projecting the two computed states onto |s⟩ and |o⟩ gives W = 44.7 cm⁻¹ and δ = −69 cm⁻¹, for which equation (3) gives 0.242. The rest arises because the overtone is not fully dark even for a dipole linear in z. The dropped term a†B† mixes into the ground state, with amplitude −W/(E_s + E_2b), the state holding both a stretch quantum and the overtone. This gives the overtone a dipole of −1.4 percent of the stretch dipole, which lowers the ratio from 0.242 to 0.225 and biases the values returned by equation (10). The E member of the overtone lies at 1623 cm⁻¹, close to the unmixed 1620.

At exact resonance the formula for the splitting improves as l_b/r₀ falls. With the stretch set to 1620 cm⁻¹ and the bend held at 810, the computed splitting divided by 2W is 1.0024, 1.0006 and 1.00015 for bond lengths of 1, 2 and 4 times r₀. The error falls by about four at each doubling, as expected for a correction proportional to (l_b/r₀)².

**Comparison with silicon, and the main corrections**

The frequencies are rough typical values for a donor–hydrogen pair in silicon, where hydrogen is bound to a silicon neighbour of the donor. They are used here as harmonic inputs, whereas measured lines already contain anharmonic shifts. The computed doublet is a property of this force field, not a prediction for a particular donor. Two assumptions of the force field need particular care. The first is that the bending stiffness does not depend on bond length. If k_b fell by 1 percent for each 0.001 nm of stretching, Φ would drop by 390 of its 416 N/m per nm, and equation (1) would give W = 2.9 cm⁻¹ instead of 44.8. After such a near cancellation, the neglected higher-order terms can exceed what remains: with k_b falling linearly at this rate, the full calculation gives a coupling of about 6.7 cm⁻¹ and a detuning of about −19 cm⁻¹. Equation (4) therefore cannot give the coupling of a real defect unless this dependence is known to be weak. The second assumption is the harmonic stretch. Replacing it by a Morse bond 3 eV deep, with the curvature at r₀ held fixed, moves the fully computed lines to 1476 and 1616 cm⁻¹ and reduces the ratio from 0.225 to 0.078.

Part of this change comes from the lowering of the unmixed stretch. A Morse oscillator of depth D has its first excitation lowered by E_s²/(2D), here 1560²/(2 × 24200) = 50 cm⁻¹. With δ = −110 cm⁻¹, equations (2) and (3) give lines at 1494 and 1636 cm⁻¹, a splitting of 142 cm⁻¹ and R = 0.13. The fully computed lines both lie a further 18 to 20 cm⁻¹ lower, a shift that this estimate leaves out. Their splitting, 139 cm⁻¹, is therefore close, but the ratio is not. Equation (10) would return W = 36 cm⁻¹ from this doublet, 19 percent below the formula. In this example, then, the coupling inferred from the doublet lies further from equation (1) once the stretch is anharmonic. This is mostly not a failure of equation (10): projecting the doublet onto Morse stretch states times harmonic bend states gives an effective coupling of 38 cm⁻¹, and an induced overtone dipole of −1.5 percent accounts for the remaining drop to 36.

A small direct dipole of the overtone also changes the ratio, because its amplitude adds to the borrowed one. If it is 5 percent of the stretch dipole, R changes from 0.285 to 0.360 or 0.222, depending on the relative sign.

Threefold warping of the bend potential, τ(q_x³ − 3q_xq_y²) with q = x/l_b or y/l_b, also matters. For an assumed τ of 20 cm⁻¹ it lowers the A₁ overtone by 15 cm⁻¹ relative to the ground state. That is a quarter of the detuning, and would raise the two-level ratio to 0.38. Recoil is less important: treating the silicon atom as free, with both frequencies held fixed, raises W by 1.8 percent. The numerical output below lists the computed shifts; the ratio 0.38 follows from equations (2) and (3) with δ = −45 cm⁻¹.

Table of computed values

```
stretch, harmonic input: 1560 cm^-1
bend, harmonic input: 810 cm^-1
bond length r0: 0.16 nm
hydrogen mass: 1.6735e-27 kg
stretch length l_s: 0.01464 nm
bend length l_b: 0.02032 nm
small parameter l_b/r0: 0.1270
k_s: 144.51 N/m
k_b: 38.96 N/m
Phi: 416.2 N/m per nm
coupling W: 44.80 cm^-1 = 5.554 meV
W if stretch were at 2*bend: 51.44 cm^-1
detuning delta: -60.0 cm^-1
two-level lower line: 1536.1 cm^-1 = 190.45 meV
two-level upper line: 1643.9 cm^-1 = 203.82 meV
two-level splitting: 107.8 cm^-1 = 13.37 meV
two-level ratio R (upper/lower): 0.285
mixing angle from R: 28.1 degrees
-- full diagonalization, same force field --
lower line: 1535.0 cm^-1
upper line: 1647.9 cm^-1
splitting: 112.9 cm^-1
ratio upper/lower: 0.225
strength-weighted centroid: 1555.7 cm^-1
W inverted from this doublet: 43.75 cm^-1
|delta| inverted from this doublet: 71.4 cm^-1
unmixed E member of overtone: 1623.1 cm^-1
-- limit checks --
resonant splitting/(2W), r0 times 1: 1.00242
resonant splitting/(2W), r0 times 2: 1.00060
resonant splitting/(2W), r0 times 4: 1.00015
detuned, r0 times 4, stretch input: 1605.0 cm^-1
detuned, splitting full/model: 1.0120
detuned, R full/model: 0.9374
detuned, inverted W/formula W: 0.9949
-- neglected effects --
Morse depth used: 3.0 eV
Morse bond, lower line: 1476.4 cm^-1
Morse bond, upper line: 1615.8 cm^-1
Morse bond, splitting: 139.4 cm^-1
Morse bond, ratio upper/lower: 0.078
free-silicon recoil, change of W: 1.78 percent
trigonal warping constant used: 20 cm^-1
warping shift of A1 overtone: -14.81 cm^-1
direct dipole ratio used: 0.05
R with direct dipole +: 0.360
R with direct dipole -: 0.222
bend/ground population at 300 K: 4.11 percent
```
